**Relativistic s-d gap of gold from Schroedinger pseudo-atoms**

The program solves all-electron LDA gold atoms with the Schroedinger (NR) and scalar-relativistic (SR) equations, then builds norm-conserving 5d and 6s potentials from each. The gap is ε(6s) − ε(5d), r_c is a core radius, R′/R is the logarithmic derivative there, and ⟨r⟩ is a mean orbital radius. Assertions compare the radial solver with hydrogenic Schroedinger and Dirac energies, and the inner charge with the energy slope of R′/R. Others require the pseudo-atoms to reproduce their parents' levels within 0.01 eV and the gap error for 5d⁹6s², a configuration not used in the construction, to stay below 10% of the all-electron relativistic gap change of 5d¹⁰6s¹. The output shows the gap falling from 3.871 to 1.038 eV in both the all-electron atoms and the pseudo-atoms. For 5d⁹6s² the pseudo-atom gap errors are 0.103 eV (NR) and 0.041 eV (SR). The final runs exchange one potential at a time and show that the s potential carries the larger part of the gap change.

## Numerical verification

```python
"""Result under test: a Schroedinger pseudo-atom of gold reproduces the 6s-5d
gap of its parent, whether that parent is Schroedinger or scalar relativistic.
The relativistic gap change is therefore carried by the pseudopotentials.

Atomic units inside; printed energies are in eV, lengths in bohr.
u(r) = r R(r): radial function; eps: level energy; V: radial potential.
Scalar-relativistic operator: p (1/2M) p + V, M = 1 + (eps - V)/(2 c^2).
'rel' counts the radial elements, from the nucleus outward, that use this M:
rel = 0 is Schroedinger, rel = NE is scalar relativistic everywhere.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.constants import fine_structure, physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq

C = 1 / fine_structure
EV = physical_constants['Hartree energy in eV'][0]
Z = 79

# ---------- radial finite elements with Gauss-Lobatto nodes ----------
DEG = 9
poly = leg.Legendre.basis(DEG)
nodes = np.concatenate(([-1.], np.sort(poly.deriv().roots().real), [1.]))
pn = poly(nodes)
weights = 2 / (DEG * (DEG + 1) * pn**2)
diff_ref = np.zeros((DEG + 1, DEG + 1))
for i in range(DEG + 1):
    for j in range(DEG + 1):
        if i != j:
            diff_ref[i, j] = pn[i] / pn[j] / (nodes[i] - nodes[j])
diff_ref[0, 0] = -DEG * (DEG + 1) / 4
diff_ref[-1, -1] = DEG * (DEG + 1) / 4

vander = leg.legvander(nodes, DEG + 1)
anti = np.zeros((DEG + 1, DEG + 1))
anti[:, 0] = nodes + 1
for k in range(1, DEG + 1):
    anti[:, k] = (vander[:, k + 1] - vander[:, k - 1]) / (2 * k + 1)
CUM = anti @ np.linalg.inv(vander[:, :-1])
CUM[0] = 0.0

RC_S = 2.6
edges = np.concatenate(([0.], RC_S * np.exp(0.5 * np.arange(-16, 6))))
NE = len(edges) - 1
ELEM = {0: 17, 2: 16}       # first element outside the core radius, per l
half = np.diff(edges) / 2
r = edges[:-1, None] + half[:, None] * (nodes + 1)
r[0, 0] = 0.0
rsafe = np.where(r > 0, r, 1e-30)
w = half[:, None] * weights
DER = diff_ref[None] / half[:, None, None]
QUO = np.zeros_like(DER)    # u -> u/r, with limit u'(0) at the origin
for e in range(NE):
    QUO[e] = np.diag(1 / rsafe[e])
QUO[0, 0] = DER[0, 0]
GRAD = DER - QUO            # u -> r dR/dr
idx = np.arange(DEG + 1) + DEG * np.arange(NE)[:, None]
NN = NE * DEG + 1
mass_diag = np.bincount(idx.ravel(), w.ravel(), minlength=NN)
isq = 1 / np.sqrt(mass_diag[1:-1])
rw = np.minimum(r, 1.0)     # weight of potential residuals


def inverse_mass(V, eps, rel):
    m = np.ones_like(V)
    m[:rel] = 1 + (eps - V[:rel]) / (2 * C**2)
    return 1 / m


def hamiltonian(V, l, eps, rel, count=NE):
    k = (0.5 * w * inverse_mass(V, eps, rel))[:, :, None]
    blocks = GRAD.transpose(0, 2, 1) @ (k * GRAD)
    if l:
        blocks = blocks + l * (l + 1) * (QUO.transpose(0, 2, 1) @ (k * QUO))
    d = np.arange(DEG + 1)
    blocks[:, d, d] += w * V
    n = count * DEG + 1
    H = np.zeros((n, n))
    for e in range(count):
        s = e * DEG
        H[s:s + DEG + 1, s:s + DEG + 1] += blocks[e]
    return H


def orbital(V, l, k, eps, rel):
    """k-th level of given l; returns energy, u, and full radial density."""
    H = hamiltonian(V, l, eps, rel)[1:-1, 1:-1] * isq[:, None] * isq
    val, vec = eigh(H, subset_by_index=[k, k])
    full = np.zeros(NN)
    full[1:-1] = vec[:, 0] * isq
    u = full[idx]
    small = np.zeros_like(u)
    if rel:
        g = np.einsum('eij,ej->ei', GRAD, u)
        q = np.einsum('eij,ej->ei', QUO, u)
        im = inverse_mass(V, eps, rel)
        small = im**2 / (4 * C**2) * (g**2 + l * (l + 1) * q**2)
        small[rel:] = 0.0
    norm = np.sum(w * (u**2 + small))
    sign = -1.0 if np.sum(u[ELEM[0]:]) < 0 else 1.0
    return val[0], sign * u / np.sqrt(norm), (u**2 + small) / norm


def level(V, l, k, rel):
    eps = 0.0
    for _ in range(12 if rel else 1):
        eps = orbital(V, l, k, eps, rel)[0]
    return eps


def hartree_xc(rho):
    """LDA potential of the radial density rho (integral = electrons)."""
    def running(f):
        part = half[:, None] * (f @ CUM.T)
        ends = np.cumsum(part[:, -1])
        return part + np.concatenate(([0.], ends[:-1]))[:, None], ends[-1]
    charge, _ = running(rho)
    shell, total = running(rho / rsafe)
    vh = charge / rsafe + total - shell
    n = np.maximum(rho / (4 * np.pi * rsafe**2), 1e-25)
    rs = (3 / (4 * np.pi * n))**(1 / 3)
    A, a1, b1, b2, b3, b4 = (0.031091, 0.21370, 7.5957, 3.5876,
                             1.6382, 0.49294)
    s = np.sqrt(rs)
    q0 = -2 * A * (1 + a1 * rs)
    q1 = 2 * A * (b1 * s + b2 * rs + b3 * rs * s + b4 * rs**2)
    dq1 = A * (b1 / s + 2 * b2 + 3 * b3 * s + 4 * b4 * rs)
    lg = np.log1p(1 / q1)
    dec = -2 * A * a1 * lg - q0 * dq1 / (q1 * (q1 + 1))
    v = vh - (3 * n / np.pi)**(1 / 3) + q0 * lg - rs / 3 * dec
    v[0, 0] = v[0, 1]       # the origin carries no weight because u(0)=0
    return v


def scf(vext, shells, rel, start):
    """vext: potential per l; shells: (level index, l, occupation)."""
    v, eps = start.copy(), np.zeros(len(shells))
    xs, fs, beta = [], [], 0.3
    for it in range(120):
        orbs = [orbital(vext[l] + v, l, k, e0, rel)
                for (k, l, _), e0 in zip(shells, eps)]
        new_eps = np.array([o[0] for o in orbs])
        rho = sum(s[2] * o[2] for s, o in zip(shells, orbs))
        f = hartree_xc(rho) - v
        change = np.max(np.abs(new_eps - eps))
        eps = new_eps
        if np.max(rw * np.abs(f)) < 1e-5 and change < 1e-4:
            return {'eps': eps, 'u': [o[1] for o in orbs],
                    'dens': [o[2] for o in orbs], 'v': v}
        nxt = v + beta * f
        if it >= 3:
            dx = np.array([v - x for x in xs])
            df = np.array([f - g for g in fs])
            lhs = (df * rw).reshape(len(fs), -1).T
            th = np.linalg.lstsq(lhs, (f * rw).ravel(), rcond=1e-10)[0]
            nxt = nxt - np.tensordot(th, dx + beta * df, axes=1)
        xs, fs = (xs + [v])[-5:], (fs + [f])[-5:]
        v = nxt
    raise AssertionError('self-consistency not reached')


def log_derivative(V, l, eps, elem, rel):
    """R'/R at the inner edge of elem, from the regular interior solution."""
    H = hamiltonian(V, l, eps, rel, elem)
    S = np.bincount(idx[:elem].ravel(), w[:elem].ravel())
    rhs = np.zeros(len(S) - 1)
    rhs[-1] = 1.0
    sol = np.linalg.solve((H - eps * np.diag(S))[1:, 1:], rhs)
    m = 1 + (eps - V[elem, 0]) / (2 * C**2) if rel else 1.0
    # the unit boundary flux is (1/2M) r dR/dr
    return 2 * m / sol[-1]


def pseudize(V, u, eps, l):
    """Troullier-Martins function and screened potential."""
    el, L = ELEM[l], l + 1
    rc = edges[el]
    uc, du = u[el, 0], DER[el, 0] @ u[el]
    dV = DER[el] @ V[el]
    V0, V1, V2 = V[el, 0], dV[0], DER[el, 0] @ dV
    assert uc > 0
    p1 = du / uc - L / rc
    p2 = 2 * (V0 - eps) - 2 * L / rc * p1 - p1**2
    p3 = 2 * V1 + 2 * L / rc**2 * p1 - 2 * L / rc * p2 - 2 * p1 * p2
    p4 = (2 * V2 - 4 * L / rc**3 * p1 + 4 * L / rc**2 * p2
          - 2 * L / rc * p3 - 2 * p2**2 - 2 * p1 * p3)
    t = np.array([np.log(uc / rc**L), p1 * rc, p2 * rc**2,
                  p3 * rc**3, p4 * rc**4])
    ex = np.arange(0, 13, 2)
    F = np.array([[np.prod([m - q for q in range(k)]) for m in ex]
                  for k in range(5)], dtype=float)
    target = 1 - np.sum(w[el:] * u[el:]**2)
    gx, gw = leg.leggauss(60)
    gx, gw = (gx + 1) / 2, gw / 2

    def coeffs(a):
        b = -a**2 / (2 * l + 5)
        s = np.linalg.solve(F[:, [0, 3, 4, 5, 6]],
                            t - F[:, 1] * a - F[:, 2] * b)
        return np.array([s[0], a, b, *s[1:]])

    def defect(a):
        p = (gx[:, None]**ex) @ coeffs(a)
        f = (rc * gx)**(2 * L) * np.exp(np.clip(2 * p, -600, 600))
        return np.log(rc * np.sum(gw * f) / target)

    grid = np.linspace(-40, 40, 802)
    val = np.array([defect(a) for a in grid])
    hits = np.where(val[:-1] * val[1:] < 0)[0]
    assert len(hits) > 0, 'no norm-conserving solution'
    roots = [brentq(defect, grid[i], grid[i + 1]) for i in hits]
    cf = coeffs(min(roots, key=abs))
    ri = r[:el]
    x = ri / rc
    p = sum(c * x**m for c, m in zip(cf, ex))
    por = sum(m * c * x**(m - 2) for c, m in zip(cf[1:], ex[1:])) / rc**2
    pp = sum(m * (m - 1) * c * x**(m - 2)
             for c, m in zip(cf[1:], ex[1:])) / rc**2
    ups, Vps = u.copy(), V.copy()
    ups[:el] = ri**L * np.exp(p)
    Vps[:el] = eps + L * por + 0.5 * (pp + (por * ri)**2)
    return ups, Vps


# ---------- solver against closed hydrogenic energies ----------
nuc = -Z / rsafe
gam = np.sqrt(1 - (Z / C)**2)
worst = {0: 0.0, NE: 0.0}
for n in (1, 6):
    dirac = C**2 * (1 / np.sqrt(1 + (Z / C / (n - 1 + gam))**2) - 1)
    for rel, exact in ((0, -Z**2 / (2 * n**2)), (NE, dirac)):
        err = abs(level(nuc, 0, n - 1, rel) / exact - 1)
        worst[rel] = max(worst[rel], err)
assert worst[0] < 1e-6
# looser: the relativistic u ~ r^gam is not polynomial at a point nucleus
assert worst[NE] < 1e-3
print(f'Hydrogenic Z={Z}, worst relative error, Schroedinger: {worst[0]:.1e}')
print(f'Hydrogenic Z={Z}, worst relative error, Dirac s: {worst[NE]:.1e}')

# ---------- all-electron gold ----------
core = [(1, 0, 2), (2, 0, 2), (2, 1, 6), (3, 0, 2), (3, 1, 6), (3, 2, 10),
        (4, 0, 2), (4, 1, 6), (4, 2, 10), (4, 3, 14), (5, 0, 2), (5, 1, 6)]


def gold_shells(nd, ns):
    return [(n - l - 1, l, f) for n, l, f in core + [(5, 2, nd), (6, 0, ns)]]


x = r * Z**(1 / 3) / 0.8853
screen = 1 / (1 + 0.0275 * np.sqrt(x) + 1.243 * x - 0.1486 * x**1.5
              + 0.2302 * x**2 + 0.0073 * x**2.5 + 0.00694 * x**3)
guess = (Z - 1) * (1 - screen) / rsafe
guess[0, 0] = guess[0, 1]
ext = {l: nuc for l in range(4)}
names = {'NR': 0, 'SR': NE}
ae, ae2 = {}, {}
for name, rel in names.items():
    ae[name] = scf(ext, gold_shells(10, 1), rel, guess)
    guess = ae[name]['v']
    ae2[name] = scf(ext, gold_shells(9, 2), rel, guess)


def gap(atom):
    return (atom['eps'][-1] - atom['eps'][-2]) * EV


def radius(atom, i):
    return np.sum(w * r * atom['dens'][i])


def report(title, atom):
    e = atom['eps'] * EV
    print(f'{title}: 5d {e[-2]:.3f}, 6s {e[-1]:.3f}, gap {gap(atom):.3f} eV;'
          f' <r> 5d {radius(atom, -2):.3f}, 6s {radius(atom, -1):.3f} bohr')


print('NR = Schroedinger parent, SR = scalar-relativistic parent')
for name in names:
    report(f'All-electron {name} 5d10 6s1', ae[name])
nr, sr = ae['NR'], ae['SR']
assert sr['eps'][-1] < nr['eps'][-1] and sr['eps'][-2] > nr['eps'][-2]
assert radius(sr, -1) < radius(nr, -1) and radius(sr, -2) > radius(nr, -2)
ae_change = gap(sr) - gap(nr)
print(f'All-electron relativistic gap change: {ae_change:.3f} eV')

# ---------- direct and indirect effects, and where M matters ----------
pot = {name: nuc + ae[name]['v'] for name in names}
direct, indirect = {}, {}
for lab, l, k in (('5d', 2, 2), ('6s', 0, 5)):
    base = level(pot['NR'], l, k, 0)
    direct[lab] = (level(pot['NR'], l, k, NE) - base) * EV
    indirect[lab] = (level(pot['SR'], l, k, 0) - base) * EV
    both = (level(pot['SR'], l, k, NE) - base) * EV
    print(f'{lab} shift, direct {direct[lab]:.3f}, indirect '
          f'{indirect[lab]:.3f}, both {both:.3f} eV')
assert direct['6s'] < 0 and indirect['5d'] > abs(direct['5d'])
base = level(pot['NR'], 0, 5, 0)
for el in (ELEM[0] - 6, ELEM[0]):
    part = (level(pot['NR'], 0, 5, el) - base) * EV
    print(f'Direct 6s shift with M only inside {edges[el]:.3f} bohr: '
          f'{part:.4f} eV')
assert abs(part - direct['6s']) < 0.005

# ---------- pseudopotentials from both parents ----------
ion, ps, ps2 = {}, {}, {}
for name, rel in names.items():
    a, V = ae[name], pot[name]
    wave, scr = {}, {}
    for l, i, lab in ((2, -2, '5d'), (0, -1, '6s')):
        eps, u, el = a['eps'][i], a['u'][i], ELEM[l]
        wave[l], scr[l] = pseudize(V, u, eps, l)
        inner = np.sum((w * a['dens'][i])[:el])
        h = 1e-3
        slope = (log_derivative(V, l, eps + h, el, rel)
                 - log_derivative(V, l, eps - h, el, rel)) / (2 * h)
        from_slope = -0.5 * u[el, 0]**2 * slope
        assert abs(from_slope - inner) < 1e-3
        shifts = np.array([-0.1, 0.0, 0.1])
        la = np.array([log_derivative(V, l, eps + s, el, rel)
                       for s in shifts])
        lp = np.array([log_derivative(scr[l], l, eps + s, el, 0)
                       for s in shifts])
        assert abs(la[1] - lp[1]) < 2e-3
        assert np.max(np.abs(la - lp)) < 0.05 * abs(la[2] - la[0])
        print(f'{name} {lab}: r_c {edges[el]:.3f} bohr, inner charge '
              f'{inner:.4f} e, from slope {from_slope:.4f} e')
        print(f'{name} {lab}: R\'/R at r_c {la[1]:.4f} 1/bohr; largest pseudo'
              f' error within {0.1 * EV:.2f} eV: '
              f'{np.max(np.abs(la - lp)):.4f} 1/bohr')
    vval = hartree_xc(10 * wave[2]**2 + wave[0]**2)
    ion[name] = {l: scr[l] - vval for l in (0, 2)}
    tail = ion[name][0][ELEM[0] + 3, 0] * r[ELEM[0] + 3, 0]
    assert abs(tail + 11) < 0.01
    ps[name] = scf(ion[name], [(0, 2, 10), (0, 0, 1)], 0, 0.8 * vval)
    ps2[name] = scf(ion[name], [(0, 2, 9), (0, 0, 2)], 0, vval)
    report(f'Pseudo-atom {name} 5d10 6s1', ps[name])
    assert np.max(np.abs(ps[name]['eps'] - a['eps'][-2:])) * EV < 0.01

ps_change = gap(ps['SR']) - gap(ps['NR'])
print(f'Pseudo-atom relativistic gap change: {ps_change:.3f} eV')
assert abs(ps_change - ae_change) < 0.02
assert radius(ps['SR'], 1) < radius(ps['NR'], 1)
assert radius(ps['SR'], 0) > radius(ps['NR'], 0)

# ---------- a configuration not used in the construction ----------
for name in names:
    err = gap(ps2[name]) - gap(ae2[name])
    print(f'{name} 5d9 6s2 gap: all-electron {gap(ae2[name]):.3f}, pseudo '
          f'{gap(ps2[name]):.3f}, error {err:.3f} eV')
    assert abs(err) < 0.1 * abs(ae_change)
print(f'5d9 6s2 relativistic gap change: all-electron '
      f'{gap(ae2["SR"]) - gap(ae2["NR"]):.3f}, pseudo '
      f'{gap(ps2["SR"]) - gap(ps2["NR"]):.3f} eV')

# ---------- exchange one channel at a time ----------
for s_name, d_name in (('SR', 'NR'), ('NR', 'SR')):
    mixed = scf({0: ion[s_name][0], 2: ion[d_name][2]},
                [(0, 2, 10), (0, 0, 1)], 0, ps['NR']['v'])
    report(f'Mixed pseudo-atom, s from {s_name}, d from {d_name}', mixed)
    if s_name == 'SR':
        assert gap(mixed) < gap(ps['NR'])

print('checks complete')
```

It prints:

```
Hydrogenic Z=79, worst relative error, Schroedinger: 3.1e-09
Hydrogenic Z=79, worst relative error, Dirac s: 9.0e-06
NR = Schroedinger parent, SR = scalar-relativistic parent
All-electron NR 5d10 6s1: 5d -8.289, 6s -4.418, gap 3.871 eV; <r> 5d 1.580, 6s 3.313 bohr
All-electron SR 5d10 6s1: 5d -7.117, 6s -6.079, gap 1.038 eV; <r> 5d 1.622, 6s 2.838 bohr
All-electron relativistic gap change: -2.833 eV
5d shift, direct -1.969, indirect 2.778, both 1.172 eV
6s shift, direct -2.545, indirect 0.637, both -1.661 eV
Direct 6s shift with M only inside 0.129 bohr: -2.4737 eV
Direct 6s shift with M only inside 2.600 bohr: -2.5450 eV
NR 5d: r_c 1.577 bohr, inner charge 0.5835 e, from slope 0.5835 e
NR 5d: R'/R at r_c -1.1813 1/bohr; largest pseudo error within 2.72 eV: 0.0001 1/bohr
NR 6s: r_c 2.600 bohr, inner charge 0.3143 e, from slope 0.3143 e
NR 6s: R'/R at r_c -0.3443 1/bohr; largest pseudo error within 2.72 eV: 0.0007 1/bohr
Pseudo-atom NR 5d10 6s1: 5d -8.289, 6s -4.418, gap 3.871 eV; <r> 5d 1.593, 6s 3.331 bohr
SR 5d: r_c 1.577 bohr, inner charge 0.5622 e, from slope 0.5623 e
SR 5d: R'/R at r_c -1.1390 1/bohr; largest pseudo error within 2.72 eV: 0.0001 1/bohr
SR 6s: r_c 2.600 bohr, inner charge 0.4696 e, from slope 0.4696 e
SR 6s: R'/R at r_c -0.5562 1/bohr; largest pseudo error within 2.72 eV: 0.0010 1/bohr
Pseudo-atom SR 5d10 6s1: 5d -7.117, 6s -6.079, gap 1.038 eV; <r> 5d 1.634, 6s 2.853 bohr
Pseudo-atom relativistic gap change: -2.833 eV
NR 5d9 6s2 gap: all-electron 5.731, pseudo 5.834, error 0.103 eV
SR 5d9 6s2 gap: all-electron 2.207, pseudo 2.248, error 0.041 eV
5d9 6s2 relativistic gap change: all-electron -3.524, pseudo -3.586 eV
Mixed pseudo-atom, s from SR, d from NR: 5d -7.597, 6s -5.712, gap 1.885 eV; <r> 5d 1.602, 6s 2.911 bohr
Mixed pseudo-atom, s from NR, d from SR: 5d -7.784, 6s -4.658, gap 3.126 eV; <r> 5d 1.623, 6s 3.265 bohr
checks complete
```
